# The Mott–Gurney Law for Trap-Free Space-Charge-Limited Current

A plane layer fills the region $0<x<L$ between two electrodes. It has permittivity $\varepsilon$ and contains no mobile carriers of its own, no dopants and no traps. The electrode at $x=0$ injects holes of charge $+q$, and the electrode at $x=L$ collects them. No electrons enter. The holes drift with velocity $\mu E$, where the mobility $\mu$ is constant, and their diffusion is neglected until part (f). The state is steady and everything depends on $x$ alone.

The field $E$ and the current density $J$ are counted positive towards increasing $x$. $V>0$ is the potential at $x=0$ minus that at $x=L$, so $V=\int_0^L E\,dx$. It equals the applied voltage if the electrodes are identical; otherwise the built-in voltage must first be subtracted. If electrons are injected at $x=0$ instead, the charge, the field, $V$ and $J$ change sign, while the direction of motion and the magnitudes below stay the same.

## (a) The field inside the layer

**Find $E(x)$ for a given current density $J$ and a given field $E_0\ge 0$ at the injecting electrode.**

**Solution.** Let $p(x)$ be the hole density. Two laws connect $p$ and $E$. The drift current is

$$J=q\,p\,\mu E, \qquad (1)$$

and since charge does not pile up in a steady state, $J$ has the same value at every $x$. The holes are the sole charge in the layer, so Poisson's equation reads

$$\varepsilon\frac{dE}{dx}=q\,p. \qquad (2)$$

Equation (1) gives $qp=J/(\mu E)$. Inserting this in (2) and multiplying by $E/\varepsilon$,

$$E\frac{dE}{dx}=\frac{J}{\varepsilon\mu}. \qquad (3)$$

The left side is $\tfrac12\,d(E^2)/dx$ and the right side is constant. Integration from $0$ to $x$ gives

$$E(x)=\sqrt{E_0^2+\frac{2Jx}{\varepsilon\mu}}. \qquad (4)$$

The positive root applies because $J>0$ and $p>0$ require $E>0$ in (1). The field grows along the layer because each slice of holes adds field lines that end on the collecting electrode.

## (b) The role of the contact

**The injecting electrode holds the hole density at $x=0$ at the value $p_c$. How does $J$ at fixed $V$ depend on $E_0$, and what happens to $E_0$ when $p_c$ becomes very large?**

**Solution.** The voltage is the integral of (4):

$$V=\int_0^L\sqrt{E_0^2+\frac{2Jx}{\varepsilon\mu}}\;dx
=\frac{\varepsilon\mu}{3J}\left[\left(E_0^2+\frac{2JL}{\varepsilon\mu}\right)^{3/2}-E_0^3\right]. \qquad (5)$$

The integrand rises with $E_0$ and also with $J$. If $V$ is held fixed and $E_0$ is raised, $J$ must therefore fall. The largest drift current at a given voltage, call it $J_0$, belongs to $E_0=0$.

Equation (1) at $x=0$ gives $E_0=J/(q\mu p_c)$. Since $J\le J_0$,

$$0\le E_0\le\frac{J_0}{q\mu p_c}.$$

$J_0$ is finite and does not depend on $p_c$, so $E_0\to0$ as $p_c\to\infty$. This is the meaning of an ideal injecting contact: it can supply more holes than the layer can carry away, and the holes already in the layer screen the electrode until the field there vanishes.

The opposite limit is a poor contact. When $p_c$ is so small that $2JL/(\varepsilon\mu)\ll E_0^2$, the field is nearly uniform, $E\approx V/L$, and (1) gives $J\approx q\mu p_cV/L$. The contact then sets the current, which is linear in $V$.

## (c) The current–voltage law

**Find $J(V)$ for the ideal contact.**

**Solution.** With $E_0=0$, equation (4) becomes $E=\sqrt{2J/(\varepsilon\mu)}\;x^{1/2}$. Since $\int_0^Lx^{1/2}dx=\tfrac23L^{3/2}$,

$$V=\frac23\sqrt{\frac{2J}{\varepsilon\mu}}\;L^{3/2}. \qquad (6)$$

Squaring both sides,

$$V^2=\frac49\cdot\frac{2J}{\varepsilon\mu}\,L^3=\frac{8}{9}\,\frac{J L^3}{\varepsilon\mu},$$

and solving for $J$,

$$\boxed{J=\frac98\,\varepsilon\mu\,\frac{V^2}{L^3}} \qquad (7)$$

This is the Mott–Gurney law. The carrier charge and the contact density have dropped out: the layer takes as many holes as its own electrostatics allows.

The inverse cube holds at fixed voltage, where halving the thickness raises the current eightfold. If the mean field $E_m=V/L$ is held fixed instead, (7) reads $J=\tfrac98\varepsilon\mu E_m^2/L$, and halving the thickness only doubles the current.

## (d) Profiles, and the origin of the factor 9/8

**Express the field, potential drop and hole density through $V$ and $L$. Then find the stored charge per area and the transit time, and explain the powers and the factor in (7).**

**Solution.** From (7), $2J/(\varepsilon\mu)=\tfrac94V^2/L^3$. The square root of this, times $x^{1/2}$, is the field:

$$E(x)=\frac{3V}{2L}\sqrt{\frac xL}. \qquad (8)$$

Its integral from $0$ to $x$ is the potential drop $V(x/L)^{3/2}$. Its derivative gives the density through (2):

$$p(x)=\frac{\varepsilon}{q}\frac{dE}{dx}=\frac{3\varepsilon V}{4qL^2}\sqrt{\frac Lx}. \qquad (9)$$

The density diverges at $x=0$. It must, because a finite current is carried there by a vanishing field. The divergence is integrable, and the total charge per area follows from (2):

$$Q=\int_0^L qp\,dx=\varepsilon\,[E(L)-E(0)]=\frac32\,\frac{\varepsilon V}{L}. \qquad (10)$$

This is $3/2$ times the charge of a plate capacitor with the same $\varepsilon$, $L$ and $V$. The transit time of a hole is

$$t=\int_0^L\frac{dx}{\mu E}=\frac{2L^{3/2}}{3\mu V}\int_0^L x^{-1/2}dx=\frac{2L^{3/2}}{3\mu V}\,2L^{1/2}=\frac43\,\frac{L^2}{\mu V}. \qquad (11)$$

It is $4/3$ of the time in a uniform field $V/L$, because the holes start slowly. In a steady state the charge $Q$ is replaced once per transit time, so

$$J=\frac Qt=\frac{3/2}{4/3}\;\frac{\varepsilon V}{L}\,\frac{\mu V}{L^2}=\frac98\,\varepsilon\mu\frac{V^2}{L^3}.$$

One power of $1/L$ comes from the capacitance and two come from the transit time. One power of $V$ comes from the amount of charge and one from its speed.

The cube thus rests on constant mobility. If the holes moved at a fixed velocity $v_s$ at every field, then $qp=J/v_s$ would be uniform. The field would be $E=Jx/(\varepsilon v_s)$, the voltage $V=JL^2/(2\varepsilon v_s)$, and the current $J=2\varepsilon v_sV/L^2$, with one power fewer of both $V$ and $1/L$.

The profiles also show how rich a contact must be. Because $pE$ is constant, $E_0/E(L)=p(L)/p_c$. The entry field is negligible when $p_c\gg p(L)$, with $p(L)=3\varepsilon V/(4qL^2)$ from (9).

## (e) Numbers for an organic hole-only diode

**Evaluate the results for $L=300$ nm, relative permittivity 3, $\mu=10^{-4}$ cm²/Vs and $V=6$ V.**

**Solution.** These are round values, rough for an amorphous organic hole-transport layer of the kind used in light-emitting diodes. In SI units $\varepsilon=3\times8.854\times10^{-12}=2.656\times10^{-11}$ F/m and $\mu=10^{-8}$ m²/Vs, so

$$J=\frac98\,(2.656\times10^{-11})(10^{-8})\frac{6^2}{(3\times10^{-7})^3}=398\ \text{A/m}^2=39.8\ \text{mA/cm}^2 .$$

At twice the thickness and the same voltage the law gives 4.98 mA/cm², an eighth of this.

The mean field is 0.200 MV/cm, and (8) gives $1.5\times0.200=0.300$ MV/cm at the exit. A quarter of the way in, the field is half the exit value, 0.150 MV/cm, and the potential has dropped by $6/8=0.75$ V. The hole density is $8.3\times10^{15}$ cm⁻³ at the exit and $\sqrt2$ times that, $1.17\times10^{16}$ cm⁻³, in the middle. The stored charge is 79.7 nC/cm² and the transit time is 2.00 μs.

The limit $p_c\to\infty$ can be tested by integrating (1) and (2) numerically from a finite contact density and searching for the current that gives the required voltage. With $p_c=10^{19}$ cm⁻³ the prefactor comes out as 1.12500. Between $L/2$ and $2L$ at 6 V the thickness exponent is $-2.99998$, and between 3 V and 12 V at 300 nm the voltage exponent is 1.99999. The ratio $p(L)/p_c$ is about $8\times10^{-4}$, so the contact is rich. With $p_c=10^{16}$ cm⁻³, which barely exceeds $p(L)$, the current falls to 0.530 of the law.

## (f) What diffusion changes

**Add diffusion, for identical and very dense contacts at temperature $T$. Find the condition under which (7) remains accurate, and apply it to the example.**

**Solution.** Diffusion adds $-qD\,dp/dx$ to the current. For a non-degenerate gas of holes $D=\mu V_T$, with $V_T=k_BT/q$. Using (2) for $p$,

$$J=\varepsilon\mu\left(E\frac{dE}{dx}-V_T\frac{d^2E}{dx^2}\right).$$

Measure $x$ in units of $L$ (variable $s$), $E$ in $V_T/L$ (variable $e$), $V$ in $V_T$ (variable $v$), and $J$ in $\varepsilon\mu V_T^2/L^3$ (variable $j$). Then $j=ee'-e''$, and one integration gives

$$\tfrac12e^2-e'=js+c, \qquad (12)$$

where $c$ is a constant. Put $e=-2u'/u$. Then $e'=-2u''/u+2u'^2/u^2$ and $\tfrac12e^2=2u'^2/u^2$. The squared terms cancel, leaving

$$u''=\tfrac12(js+c)\,u. \qquad (13)$$

The scaled density is $e'=\tfrac12e^2-js-c$. It becomes infinite at both contacts if $e$ does, which requires $u(0)=u(1)=0$. Between them $u$ has no zero, since the field is finite there.

The voltage is $\int e\,ds=-2\ln|u|$ taken between the ends. Near the ends $e'\approx2/s^2$ and $e'\approx2/(1-s)^2$, so equal large contact densities are reached at equal small distances $\delta$ from $s=0$ and $s=1$. There $|u|\approx|u'(0)|\delta$ and $|u|\approx|u'(1)|\delta$. The distance cancels, and

$$v=2\ln\left|\frac{u'(0)}{u'(1)}\right|. \qquad (14)$$

With $\kappa=(j/2)^{1/3}$ and $z=\kappa(s+c/j)$, equation (13) becomes Airy's equation $d^2u/dz^2=zu$. Let $z_0$ and $z_1=z_0+\kappa$ be the values of $z$ at the two contacts. The solution that vanishes at $z_1$ is

$$u=\mathrm{Ai}(z)-\frac{\mathrm{Ai}(z_1)}{\mathrm{Bi}(z_1)}\,\mathrm{Bi}(z).$$

For large $\kappa$ the second term is exponentially small near $z_0$, so $z_0$ is close to the first zero of $\mathrm{Ai}$, $z_0\approx-2.338$. There $|du/dz|\approx|\mathrm{Ai}'(z_0)|$. At the far end the Wronskian $\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\,\mathrm{Bi}=1/\pi$ gives $du/dz=-1/[\pi\,\mathrm{Bi}(z_1)]$. Hence

$$v\approx2\ln\left[\pi|\mathrm{Ai}'(z_0)|\,\mathrm{Bi}(z_1)\right]\approx\tfrac43z_1^{3/2},$$

where the last step keeps only the exponential factor $\exp(\tfrac23z_1^{3/2})$ of $\mathrm{Bi}$. Therefore $\kappa=z_1-z_0\approx(3v/4)^{2/3}+2.338$. Since $j=2\kappa^3$ and the law (7) reads $j=\tfrac98v^2=2(3v/4)^2$ in these units,

$$\frac{J}{J_0}\approx\left[1+\frac{2.338}{(3v/4)^{2/3}}\right]^3. \qquad (15)$$

The law is recovered for $V\gg V_T$, but slowly, as $v^{-2/3}$. In this model the ratio depends on $V/V_T$ alone, so a thicker layer at the same voltage is no closer to the law.

At 300 K, $V_T=25.85$ mV and 6 V corresponds to $v=232$. Estimate (15) gives 1.24, and the numerical solution of the boundary conditions with (14) gives 1.255. The drift law therefore falls short of the drift-diffusion current by a fifth of the latter, although $V$ exceeds $V_T$ more than two hundredfold. The ratio is 1.051 at 60 V and 1.011 at 600 V. In a 300 nm layer those voltages would mean fields of 2 and 20 MV/cm, so these two values show the trend and are of use for much thicker layers. All these ratios belong to the limit of infinitely dense contacts. With $10^{19}$ cm⁻³ at both contacts, the ratio at 6 V is about 1.23 instead of 1.255.

The cause can be read from the solution. Next to the injecting contact the field points backwards, and diffusion carries the holes against it. At 6 V the field passes through zero 11.8 nm inside the layer in the limit of infinitely dense contacts, and at about 10.9 nm with $10^{19}$ cm⁻³ at both contacts. Farther in, up to a thin region at the collecting contact, $\mathrm{Ai}$ dominates $u$ and decays as $\exp(-\tfrac23z^{3/2})$, so $e\approx2\kappa\sqrt z$. This is the square-root profile of part (d) with its origin moved inwards, to leading order by the fraction $2.338/\kappa$ of the thickness. The drift region is shorter than $L$, and the inverse cube magnifies the difference.

## (g) How far a real diode departs from the law

**Estimate the other neglected effects for the example, one at a time and without diffusion.**

**Solution.** Each ratio below compares the current with (7) at the same voltage and thickness. The material inputs are rough.

- **Field-dependent mobility.** In many disordered organic films the mobility rises roughly as $\mu\exp(\gamma\sqrt E)$. With $\gamma=10^{-3}$ (cm/V)$^{1/2}$ and $\mu$ kept as the zero-field value, the ratio is 1.458.
- **Filled deep traps.** A density $N_t$ of trapped holes adds a fixed charge $qN_t$ to (2). Acting alone, with $E(0)=0$, it gives $E=qN_tx/\varepsilon$ and takes up the voltage $qN_tL^2/(2\varepsilon)$. For $N_t=10^{16}$ cm⁻³ this is 2.71 V of the 6 V, and the ratio is 0.447.
- **Ionized acceptors.** Their negative charge offsets part of the hole charge, so more holes fit in. For $10^{15}$ cm⁻³ the ratio is 1.061.
- **Built-in voltage.** If 0.1 V opposes the applied 6 V and is overlooked, the true current is $(5.9/6)^2=0.967$ of the estimate.
- **Self-heating.** The power is $39.8\ \text{mA/cm}^2\times6\ \text{V}=0.239$ W/cm². If all of it crosses 0.7 mm of glass with conductivity 1 W/(m K), whose back is held at 300 K, the layer warms by 1.67 K. A mobility with activation energy 0.4 eV then rises by a factor of 1.090. The further heating by the increased current is not included.

Without diffusion, the exit field is 0.30 of a rough breakdown field of 1 MV/cm. With diffusion and $10^{19}$ cm⁻³ at both contacts, the field climbs to about 0.64 MV/cm at the collecting contact, mostly within the last two nanometres. That is only about two molecular spacings, where a continuum description without image forces is at its limit, so this peak value is a rough model figure. Holes occupy about $10^{-5}$ of the molecular sites in mid-layer and 1% at a contact with $10^{19}$ cm⁻³, taking $10^{21}$ sites per cm³. Low filling does not by itself justify $D=\mu V_T$ or a density-independent mobility when the site energies are widely spread; that effect is not estimated here.

Set beside real devices, the permittivity and mobility are ordinary for this class, though mobilities differ by orders of magnitude between materials. The thickness suits a single-carrier test diode; the transport layer in a working light-emitting diode is usually several times thinner. Of the effects listed in this part, filled traps and the field-dependent mobility matter most: for the inputs above, and without diffusion, they move 39.8 mA/cm² to about 18 and 58 mA/cm² respectively. A poor contact can matter as much, as the factor 0.530 in part (e) shows. Diffusion alone moves the current to about 50 mA/cm². The effects act together in a real diode, and their ratios may not simply be multiplied. For example, the filled traps above together with diffusion, with $10^{19}$ cm⁻³ at both contacts, give 0.66 of the law, whereas the product of the separate ratios is $0.447\times1.23=0.55$.

This matters when (7) is used in reverse, to extract a mobility from a measured current. If diffusion were the only departure, the example would yield a mobility about a quarter too high. A current proportional to $V^2$ is weak evidence by itself; the thickness dependence at fixed voltage, with the same material and contacts, is a separate check. With very dense contacts even that check does not reveal the diffusion error, because the ratio found in part (f) then hardly depends on the thickness: with $10^{19}$ cm⁻³ at both contacts, the exponent between 150 and 600 nm at 6 V is still $-2.98$. In this model the diffusion error shows in the voltage dependence instead: for the same contacts at 300 nm, the exponent between 3 V and 12 V is about 1.85 rather than 2. Most of the computed values are collected in the numerical output below.

## Computed values

```
thickness L: 300 nm
relative permittivity: 3.0
mobility: 1.0e-04 cm2/Vs
voltage V: 6.0 V
temperature: 300 K
rich contact hole density: 1.0e+19 cm^-3
J from the law: 39.844 mA/cm2
J from the law, converted: 398.4 A/m2
J by direct integration: 39.844 mA/cm2
prefactor by integration: 1.12500 (9/8 = 1.12500)
thickness exponent by integration: -2.99998
voltage exponent by integration: 1.99999
J from the law at 2L: 4.980 mA/cm2
mean field V/L: 0.200 MV/cm
field at L/4, integrated: 0.1500 MV/cm
field at exit, integrated: 0.3000 MV/cm
potential drop up to L/4, integrated: 0.7500 V
hole density at L/2: 1.172e+16 cm^-3
hole density at exit: 8.290e+15 cm^-3
stored charge from formula: 79.69 nC/cm2
transit time from formula: 2.000 us
transit time, integrated: 1.998 us
thermal voltage kT/q: 25.85 mV
J with diffusion / law at 6 V: 1.255
J with diffusion / law at 60 V: 1.051
J with diffusion / law at 600 V: 1.011
zero of field with diffusion, at 6 V: 11.8 nm
weak contact hole density: 1.0e+16 cm^-3
J with weak contact / law: 0.530
rough field coefficient gamma: 1.0e-03 (cm/V)^0.5
J with field-dependent mobility / law: 1.458
rough filled trap density: 1.0e+16 cm^-3
trap-filling voltage: 2.71 V
J with filled traps / law: 0.447
rough acceptor density: 1.0e+15 cm^-3
J with acceptors / law: 1.061
J with 0.1 V built-in voltage / law: 0.967
dissipated power: 0.239 W/cm2
rough glass: 0.7 mm, 1.0 W/(m K)
temperature rise across glass: 1.67 K
rough mobility activation energy: 0.4 eV
mobility factor from heating: 1.090
rough breakdown field: 1.0 MV/cm
exit field / breakdown field: 0.30
rough molecular site density: 1.0e+21 cm^-3
site filling at the rich contact: 0.010
site filling at L/2: 1.2e-05
```
